# Spinor spherical harmonics and the maps from κ to l and j

A four-component atomic calculation must decide, for each shell, which spherical harmonics the lower component of the orbital is expanded in. The upper component of a $p_{3/2}$ orbital has $l=1$; its lower component needs $l=2$. For $p_{1/2}$ the lower component needs $l=0$. A wrong choice makes the coupling between the two components vanish on angular integration. One nonzero integer, $\kappa$, settles the choice and also fixes the signs of the $\kappa/r$ terms relative to the derivatives in the radial equations.

## Conventions and theorem

Angular momenta are in units of $\hbar$. Let $\mathbf L=-i\,\mathbf r\times\nabla$ and $\mathbf J=\mathbf L+\boldsymbol\sigma/2$, and let $Y_{l\mu}$ have the Condon–Shortley phases, so that

$$L_\pm Y_{l\mu}=\sqrt{l(l+1)-\mu(\mu\pm1)}\;Y_{l,\mu\pm1},$$

with $Y_{l\mu}=0$ for $|\mu|>l$. Write $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ and $K=\boldsymbol\sigma\cdot\mathbf L+1$.

**Theorem.** Let $\kappa$ be a nonzero integer, and set

$$j=|\kappa|-\tfrac12,\qquad l=|\kappa+\tfrac12|-\tfrac12,\qquad l'=|\kappa-\tfrac12|-\tfrac12 .$$

For $m=-j,\dots,j$ define

$$\Omega_{\kappa m}=\begin{pmatrix}-\operatorname{sgn}(\kappa)\sqrt{\dfrac{\kappa+\frac12-m}{2\kappa+1}}\;Y_{l,m-1/2}\\[3mm] \sqrt{\dfrac{\kappa+\frac12+m}{2\kappa+1}}\;Y_{l,m+1/2}\end{pmatrix}.$$

Then:

(a) $K\Omega_{\kappa m}=-\kappa\,\Omega_{\kappa m}$, and $\Omega_{\kappa m}$ has the quantum numbers $l,j,m$ of $L^2,J^2,J_z$.

(b) $\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa,m}$.

(c) For a Dirac particle in a central electrostatic potential, an upper component proportional to $\Omega_{\kappa m}$ requires a lower component proportional to $\Omega_{-\kappa,m}$, whose orbital number is $l'$.

Written out, the map is $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. Replacing $\kappa$ by $-\kappa$ in $l$ gives $l'$, so $l'=l-\operatorname{sgn}(\kappa)=2j-l$. For example, $\kappa=-1,+1,-2,+2$ are $s_{1/2},p_{1/2},p_{3/2},d_{3/2}$, with $l'=1,0,2,1$.

## Lemma 1: eigenvectors of K

**At fixed $l$, the eigenvalues of $K$ are $l+1$, with $2l+2$ states, and $-l$, with $2l$ states. The eigenvectors are the spinors of the theorem.**

*Proof.* With $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$, expanding the products gives

$$\boldsymbol\sigma\cdot\mathbf L=\sigma_zL_z+\sigma_+L_-+\sigma_-L_+ .$$

This operator conserves $l$ and $J_z$. For given $l,m$ it therefore acts in the space spanned by $Y_{l,m-1/2}\uparrow$ and $Y_{l,m+1/2}\downarrow$. The diagonal elements of $\sigma_zL_z$ are $m-\frac12$ and $-(m+\frac12)$. The off-diagonal element is

$$b=\sqrt{l(l+1)-(m+\tfrac12)(m-\tfrac12)}=\sqrt{(l+\tfrac12)^2-m^2}.$$

Adding 1 on the diagonal,

$$K=\begin{pmatrix}m+\frac12&b\\ b&\frac12-m\end{pmatrix}.$$

The trace is 1 and the determinant is $\frac14-m^2-b^2=\frac14-(l+\frac12)^2=-l(l+1)$. The eigenvalues $\lambda$ thus obey

$$\lambda^2-\lambda-l(l+1)=(\lambda-l-1)(\lambda+l)=0 .$$

Two basis states exist for the $2l$ values $|m|\le l-\frac12$. At $m=\pm(l+\frac12)$ one state remains, and its diagonal element is $l+1$ in both cases. This gives the stated degeneracies.

For the eigenvectors put $A=l+\frac12+m$ and $B=l+\frac12-m$, so that $b=\sqrt{AB}$ and $A+B=2l+1$. Let $(u,d)$ be the two amplitudes. The first row of the eigenvalue equation reads

$$\lambda=l+1:\quad -Bu+\sqrt{AB}\,d=0,\qquad \lambda=-l:\quad Au+\sqrt{AB}\,d=0 .$$

With a choice of overall sign, the normalized solutions are

$$\frac{1}{\sqrt{2l+1}}\begin{pmatrix}\sqrt A\\ \sqrt B\end{pmatrix},\qquad \frac{1}{\sqrt{2l+1}}\begin{pmatrix}-\sqrt B\\ \sqrt A\end{pmatrix}.$$

The first form also holds for the single states at $|m|=l+\frac12$.

Now set $\lambda=-\kappa$. In the first case $\kappa=-(l+1)$, hence $2\kappa+1=-(2l+1)$ and

$$\frac{\kappa+\frac12-m}{2\kappa+1}=\frac{A}{2l+1},\qquad \frac{\kappa+\frac12+m}{2\kappa+1}=\frac{B}{2l+1}.$$

In the second case $\kappa=l$, and the same two fractions are $B/(2l+1)$ and $A/(2l+1)$. With the factor $-\operatorname{sgn}(\kappa)$, both eigenvectors are the single formula of the theorem. $\square$

Each nonzero integer eigenvalue of $K$ comes from one value of $l$: positive ones from $\lambda=l+1$, negative ones from $\lambda=-l$. The value 0 does not occur, because its degeneracy $2l$ vanishes at $l=0$. On the sphere, $\kappa$ and $m$ therefore specify one state up to a phase. Since $K$ and $J_z$ are Hermitian, states with different $(\kappa,m)$ are orthogonal. The count $(2l+2)+2l=2(2l+1)$ shows that no state is missing at any $l$.

## Lemma 2: total angular momentum and phases

**$K^2=J^2+\frac14$, and $J_\pm\Omega_{\kappa m}=\sqrt{(j\mp m)(j\pm m+1)}\,\Omega_{\kappa,m\pm1}$.**

*Proof.* Since $\mathbf L\times\mathbf L=i\mathbf L$, the product rule for Pauli matrices gives

$$(\boldsymbol\sigma\cdot\mathbf L)^2=L^2+i\boldsymbol\sigma\cdot(\mathbf L\times\mathbf L)=L^2-\boldsymbol\sigma\cdot\mathbf L .$$

Also $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\frac34$. Therefore

$$K^2=(\boldsymbol\sigma\cdot\mathbf L)^2+2\boldsymbol\sigma\cdot\mathbf L+1=L^2+\boldsymbol\sigma\cdot\mathbf L+1=J^2+\tfrac14 .$$

On $\Omega_{\kappa m}$ this means $\kappa^2=j(j+1)+\frac14=(j+\frac12)^2$, so $j=|\kappa|-\frac12$.

For the phases, apply $J_+=L_++\sigma_+$ with $m<j$. The required matrix elements are

$$L_+Y_{l,m-1/2}=\sqrt{AB}\,Y_{l,m+1/2},\qquad L_+Y_{l,m+1/2}=\sqrt{(A+1)(B-1)}\,Y_{l,m+3/2}.$$

For $\kappa<0$, the coefficients of $J_+\Omega_{\kappa m}$, multiplied by $\sqrt{2l+1}$, are

$$\begin{aligned}\text{upper: }&\sqrt A\sqrt{AB}+\sqrt B=\sqrt{B(A+1)}\,\sqrt{A+1},\\ \text{lower: }&\sqrt B\sqrt{(A+1)(B-1)}=\sqrt{B(A+1)}\,\sqrt{B-1}.\end{aligned}$$

Raising $m$ by one changes $A$ to $A+1$ and $B$ to $B-1$, so this is $\sqrt{B(A+1)}$ times $\Omega_{\kappa,m+1}$. With $j=l+\frac12$, $B(A+1)=(j-m)(j+m+1)$.

For $\kappa>0$ the corresponding coefficients are

$$\begin{aligned}\text{upper: }&-\sqrt B\sqrt{AB}+\sqrt A=-\sqrt{A(B-1)}\,\sqrt{B-1},\\ \text{lower: }&\sqrt A\sqrt{(A+1)(B-1)}=\sqrt{A(B-1)}\,\sqrt{A+1},\end{aligned}$$

and $A(B-1)=(j+m+1)(j-m)$ because now $j=l-\frac12$. At $m=j$, $J_+$ gives zero. The rule for $J_-$ follows by applying $J_-J_+=J^2-J_z^2-J_z$ to $\Omega_{\kappa m}$. $\square$

Lemmas 1 and 2 prove part (a).

## Lemma 3: the partner spinor

**$K\sigma_r=-\sigma_rK$, and $\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa,m}$.**

*Proof.* The unit vector obeys $[L_i,\hat r_j]=i\epsilon_{ijk}\hat r_k$. Moving $L_i$ to the right of $\hat r_j$, with repeated indices summed,

$$\boldsymbol\sigma\cdot\mathbf L\,\sigma_r+\sigma_r\,\boldsymbol\sigma\cdot\mathbf L=i\epsilon_{ijk}\sigma_i\sigma_j\hat r_k+(\sigma_i\sigma_j+\sigma_j\sigma_i)\hat r_jL_i .$$

The last term is $2\hat{\mathbf r}\cdot\mathbf L=0$. In the first, $\epsilon_{ijk}\sigma_i\sigma_j=2i\sigma_k$, which gives $-2\sigma_r$. The 1 in $K$ contributes $+2\sigma_r$, so $K\sigma_r+\sigma_rK=0$.

Hence $\sigma_r\Omega_{\kappa m}$ has $K$-eigenvalue $+\kappa$. Both $\hat{\mathbf r}$ and $\boldsymbol\sigma$ are vectors under $\mathbf J$, so

$$[J_i,\sigma_r]=i\epsilon_{ijk}(\hat r_k\sigma_j+\hat r_j\sigma_k)=0,$$

because the bracket is symmetric in $j,k$. Thus $m$ is unchanged, and by the uniqueness noted after Lemma 1, $\sigma_r\Omega_{\kappa m}=\eta_m\Omega_{-\kappa,m}$. Applying $J_+$ to both sides gives $\eta_{m+1}=\eta_m$, since the ladder factor of Lemma 2 depends on $j$ and $m$ alone. One value $\eta$ serves for every $m$.

To find it, take $m=\frac12$ on the positive $z$ axis, where $Y_{l\mu}=\delta_{\mu0}\sqrt{(2l+1)/4\pi}$. The lower component vanishes. As $2l+1=|2\kappa+1|$, the upper one is

$$-\operatorname{sgn}(\kappa)\sqrt{\frac{\kappa}{2\kappa+1}}\sqrt{\frac{|2\kappa+1|}{4\pi}}=-\operatorname{sgn}(\kappa)\sqrt{\frac{|\kappa|}{4\pi}} .$$

On this axis $\sigma_r=\sigma_z$ leaves the upper component unchanged, while $\Omega_{-\kappa,1/2}$ has the opposite sign. So $\eta=-1$. $\square$

**Remark on the phase.** The value $-1$ belongs to this choice of signs. If every spinor with $\kappa>0$ is multiplied by $-1$, part (b) becomes $\sigma_r\Omega_{\kappa m}=+\Omega_{-\kappa,m}$. The eigenvalues and the maps to $l,j,l'$ do not change, but the relative sign of the two radial functions does. Angular and radial routines must therefore share one convention.

**Remark on densities.** Since $\sigma_r$ is Hermitian and $\sigma_r^2=1$, the spinors $\Omega_{\kappa m}$ and $\Omega_{-\kappa,m}$ have the same density $\Omega^\dagger\Omega$ in every direction, although their orbital numbers differ.

## Proof of part (c)

In atomic units, with the rest energy included, the Dirac equation for upper and lower two-component functions $\phi,\chi$ is

$$(V+c^2)\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-c^2)\chi=E\chi .$$

Here $V=V(r)$ and there is no magnetic vector potential. Inserting $\sigma_r^2=1$ separates $\boldsymbol\sigma\cdot\mathbf p$ into radial and angular parts:

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\left[\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)\right]=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

By part (a), $\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m}$. With part (b), for any differentiable $f(r)$,

$$\boldsymbol\sigma\cdot\mathbf p\,f\,\Omega_{\kappa m}=i\left(f'+\frac{\kappa+1}{r}f\right)\Omega_{-\kappa,m}.\tag{1}$$

The second Dirac equation gives $\chi=c\,(E-V+c^2)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi$ wherever the denominator is nonzero, as it is everywhere for $V\le0$ and $E>-c^2$. The denominator depends on $r$ alone, so $\phi\propto\Omega_{\kappa m}$ forces $\chi\propto\Omega_{-\kappa,m}$. This proves (c). $\square$

Now write $\phi=(P/r)\Omega_{\kappa m}$ and $\chi=(iQ/r)\Omega_{-\kappa,m}$. For $f=P/r$ the bracket in (1) is $(P'+\kappa P/r)/r$. For $\chi$ the same rule holds with $\kappa\to-\kappa$, and the two factors $i$ give $-1$. The radial equations are

$$(V+c^2-E)P+c\left(\frac{\kappa}{r}-\frac{d}{dr}\right)Q=0,\tag{2}$$

$$c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-c^2-E)Q=0.\tag{3}$$

**Nonrelativistic limit.** When $|V|$ and $|E-c^2|$ are small compared with $c^2$, equation (3) gives $Q\approx(P'+\kappa P/r)/(2c)$. In norm, the lower component is then smaller than the upper one by a factor of order (typical momentum)$/c$, which is of order $Z/c$ for a charge $Z$; hence the name "small". The statement is not pointwise: for $\kappa=l>0$, $P\propto r^{l+1}$ gives $Q/P\approx(2l+1)/(2cr)$, so $Q$ exceeds $P$ close to the nucleus (for hydrogen $2p_{1/2}$, inside about $0.01$ bohr, where $|V|/c^2$ is still only $0.005$). For a point charge the condition on $|V|$ itself fails for $r\lesssim Z/c^2$. Substitution in (2) produces

$$-\frac12\left(\frac{d}{dr}-\frac{\kappa}{r}\right)\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P=-\frac12P''+\frac{\kappa(\kappa+1)}{2r^2}P .$$

Both branches of the map give $\kappa(\kappa+1)=l(l+1)$, the usual centrifugal term. At this order the two values of $\kappa$ that share an $l$ have the same radial equation.

**What is conserved.** $K$ has eigenvalue $-\kappa$ on the upper component and $+\kappa$ on the lower one. The operator with the single value $-\kappa$ on the whole spinor is $\beta(\boldsymbol\Sigma\cdot\mathbf L+1)$, which acts as $K$ above and $-K$ below. It commutes with $V(r)$ and $\beta c^2$. It commutes with $c\,\boldsymbol\alpha\cdot\mathbf p$ because $K$ anticommutes with $\sigma_r$ and commutes with the bracket multiplying it in $\boldsymbol\sigma\cdot\mathbf p$. A noncentral potential in general mixes different $\kappa$, and the one-$\kappa$ spinor is then no longer a solution.

## Example: κ = −2, m = 1/2

The maps give $l=1$, $j=\frac32$, $l'=2$. The coefficients are $\sqrt{2/3}=0.8165$ and $\sqrt{1/3}=0.5774$ for $\Omega_{-2,1/2}$, and $-\sqrt{2/5}=-0.6325$ and $\sqrt{3/5}=0.7746$ for its partner $\Omega_{2,1/2}$.

At $\theta=60^\circ$, $\phi=0$, inserting $Y_{10}$ and $Y_{11}$ yields

$$\Omega_{-2,1/2}=\begin{pmatrix}\cos\theta/\sqrt{2\pi}\\-\sin\theta/\sqrt{8\pi}\end{pmatrix}=\begin{pmatrix}0.199471\\-0.172747\end{pmatrix}.$$

In this direction $\sigma_r$ has rows $(\cos\theta,\sin\theta)$ and $(\sin\theta,-\cos\theta)$. Its action gives

$$\begin{aligned}\tfrac12(0.199471)-\tfrac{\sqrt3}{2}(0.172747)&=-0.049868,\\ \tfrac{\sqrt3}{2}(0.199471)+\tfrac12(0.172747)&=0.259121 .\end{aligned}$$

The directly evaluated partner is $(0.049868,-0.259121)$, the negative of this, as (b) requires. Both spinors have density $(1+3\cos^2\theta)/(8\pi)=0.06963$ per steradian.

Now place one electron in the field of a fixed point charge $Z=80$, so $V=-Z/r$. This model omits nuclear size, recoil and radiative corrections. Try the nodeless form $P=r^\gamma e^{-\lambda r}$, $Q=qP$. The $1/r$ terms of (2) and (3) require

$$-Z+cq(\kappa-\gamma)=0,\qquad c(\gamma+\kappa)-Zq=0 .$$

For $\kappa=-|\kappa|$ these give

$$q=-\frac{Z}{c(\gamma+|\kappa|)},\qquad \gamma=\sqrt{\kappa^2-\frac{Z^2}{c^2}},\qquad q^2=\frac{|\kappa|-\gamma}{|\kappa|+\gamma},$$

where $q^2$ is the product of the two expressions for $q$. The constant terms require $E-c^2=cq\lambda$ and $c\lambda=-(c^2+E)q$. Eliminating $\lambda$,

$$E=c^2\frac{1-q^2}{1+q^2}=\frac{c^2\gamma}{|\kappa|},\qquad \lambda=\frac{Z}{|\kappa|}.$$

With $c=137.036$, the values are $\gamma=1.9129$, $\lambda=40$ per bohr and $q=-0.1492$. The energy is $E-c^2=-817.8$ hartree, or $-22.25$ keV.

Since $Q=qP$, the normalized weight of the lower component is

$$w=\frac{q^2}{1+q^2}=\frac12\left(1-\frac{E}{c^2}\right)=0.02177 .$$

The two components contribute $l(l+1)=2$ and $l'(l'+1)=6$, so

$$\langle L^2\rangle=(1-0.02177)\times2+0.02177\times6=2.087 .$$

This lies between the two values: the full spinor is not an eigenstate of $L^2$, and the letter $p$ in $p_{3/2}$ names the orbital number of the upper component. The numerical check checks the operator identities by numerical differentiation for $|\kappa|\le4$ and applies the full Dirac Hamiltonian to this solution.

## Computed values

```
Maps; <K> is the quadrature mean of sigma.L+1 at m=1/2 (hbar=1)
kappa=-4  l=3  j=7/2  l_small=4  <K>=+4.00000
kappa=-3  l=2  j=5/2  l_small=3  <K>=+3.00000
kappa=-2  l=1  j=3/2  l_small=2  <K>=+2.00000
kappa=-1  l=0  j=1/2  l_small=1  <K>=+1.00000
kappa=+1  l=1  j=1/2  l_small=0  <K>=-1.00000
kappa=+2  l=2  j=3/2  l_small=1  <K>=-2.00000
kappa=+3  l=3  j=5/2  l_small=2  <K>=-3.00000
kappa=+4  l=4  j=7/2  l_small=3  <K>=-4.00000
number of orthonormal spinors checked = 40
Example: kappa = -2, m = 1/2, theta = 60 deg, phi = 0
kappa=-2: coefficient up = +0.816497, down = +0.577350
kappa=-2: Omega up = +0.199471, down = -0.172747
kappa=-2: angular density = 0.069630 per steradian
kappa=+2: coefficient up = -0.632456, down = +0.774597
kappa=+2: Omega up = +0.049868, down = -0.259121
kappa=+2: angular density = 0.069630 per steradian
Point charge Z = 80, speed of light c = 137.035999 a.u.
gamma = 1.912901, lambda = 40.0 per bohr
ratio q = Q/P = -0.149196
E - c^2 = -817.8075 hartree
E - c^2 = -22.2537 keV
small-component weight w = 0.021775
<L^2> large block = 2.00000, small block = 6.00000 (hbar^2)
<L^2> whole spinor = 2.08710 (hbar^2)
Dirac equation residual relative to c^2 below 1e-8: True
```
